# Car-Parrinello Dynamics with Position-Dependent Constraints and the Verlet Multiplier Iteration, part 2

In PAW Car-Parrinello dynamics (Hartree atomic units), the pseudo orbitals, columns of $\psi$, obey $G=\psi^\dagger S(R)\psi=1$, with $S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$. Occupations $f=\mathrm{diag}(f_n)$ are fixed, $\mu$ is the fictitious mass, $M_I$ are nuclear masses, $\Lambda=\Lambda^\dagger$ is the multiplier, $\delta E=\mathrm{tr}(\delta\psi^\dagger H\psi f)+\text{c.c.}$ at fixed $R$, $\partial_IE$ is taken at fixed $\psi$, and $D_I=\psi^\dagger\partial_IS\,\psi$:

$$\mu\ddot\psi=-H\psi f+S\psi\Lambda,\tag{1}$$

$$M_I\ddot R_I=-\partial_IE+\mathrm{tr}(\Lambda D_I).\tag{2}$$

$$\dot\psi^\dagger S\psi+\psi^\dagger S\dot\psi+\sum_ID_I\dot R_I=0.\tag{3}$$

In the ground state $H\psi_n=\varepsilon_nS\psi_n$, $\Lambda=\mathrm{diag}(f_n\varepsilon_n)$, and (2) gives the Born-Oppenheimer force. With $K=\psi^\dagger S^2\psi$ (eigenvalues $k_i>0$), $W=\psi^\dagger SH\psi$, $L_K(Y)=KY+YK$, an invertible map fixes $\Lambda$:

$$\frac{L_K(\Lambda)}{\mu}+\sum_I\frac{D_I\,\mathrm{tr}(\Lambda D_I)}{M_I}=\frac{Wf+fW^\dagger}{\mu}-2\dot\psi^\dagger S\dot\psi-2(\psi^\dagger\dot S\dot\psi+\text{h.c.})-\sum_I\psi^\dagger\partial_I^2S\,\psi\,\dot R_I^2+\sum_I\frac{D_I\,\partial_IE}{M_I}.\tag{4}$$

For Verlet step $h$, $\pm$ labels $t\pm h$, $X=h^2\Lambda/\mu$, $\chi=S(R)\psi$, $S^+=S(R^+)$:

$$\psi^+=\bar\psi+\chi X,\qquad\bar\psi=2\psi-\psi^--\frac{h^2}{\mu}H\psi f,\tag{5}$$

$$R_I^+=\bar R_I+\frac{\mu}{M_I}\mathrm{tr}(XD_I),\qquad\bar R_I=2R_I-R_I^--\frac{h^2}{M_I}\partial_IE.\tag{6}$$

$$A+XB+B^\dagger X+XCX=1,\tag{7}$$

$$A=\bar\psi^\dagger S^+\bar\psi,\qquad B=\chi^\dagger S^+\bar\psi,\qquad C=\chi^\dagger S^+\chi .$$

The physical (small) root has $X\to0$ as $h\to0$. At fixed $R^+$, an inner loop with $B_h=\frac12(B+B^\dagger)$, $B_a=\frac12(B-B^\dagger)$ starts from $X^{(0)}=L_{B_h}^{-1}(1-A)$:

$$B_hX^{(k+1)}+X^{(k+1)}B_h=1-A-[X^{(k)},B_a]-X^{(k)}CX^{(k)}.\tag{8}$$

Its error $\delta$ obeys

$$\delta\ \to\ -L_{B_h}^{-1}\big([\delta,B_a]+\delta\,CX+XC\,\delta\big).\tag{9}$$

The rate is the error reduction factor per pass; as $h\to0$ it is $O(h)$, from $B_a$. For one orbital, (8) has slope $-cx/b$, with $b=\mathrm{Re}\,B$, $c=C$. The norm-conserving (naive) loop $X\leftarrow X+\frac12(1-A-XB-B^\dagger X-XCX)$ has small-$h$ rate $\max_i|1-k_i|$; a pseudo norm below $\frac12$ forces some $k_i>2$, hence divergence.

Separate numerical checks use a "test state" with complex, randomly perturbed orbitals and $f=(2,1)$. Without $\mathrm{tr}(\Lambda D_I)$ in (2), the total energy drifts at the rate $-\sum_I\mathrm{tr}(\Lambda D_I)\dot R_I$.

An outer loop updates $R^+$ by (6). The question was: since it changes $R^+$ by $h^2\,\mathrm{tr}(\Lambda D_I)/M_I$, is its rate $O(h^2)$, so that a small step cures any trouble?

**A.** The displacement is $O(h^2)$, the rate is not. Shift the trial $R_J^+$ by $\delta R_J$ and let $X$ follow so that $\psi^{+\dagger}S^+\psi^+=1$ still holds. With $\delta\psi^+=\chi\,\delta X$,

$$\delta X\,K^++K^{+\dagger}\delta X+\sum_JD_J^+\,\delta R_J=0,\qquad K^+=\chi^\dagger S^+\psi^+=B+CX,\tag{10}$$

and $D_J^+=\psi^{+\dagger}\partial_JS^+\psi^+$. When $\psi^+\to\psi$ and $R^+\to R$, $K^+\to K$ and $D^+_J\to D_J$, so $\delta X=-\sum_JL_K^{-1}(D_J)\,\delta R_J$. Equation (6) returns $\delta R_I^{\rm new}=(\mu/M_I)\,\mathrm{tr}(D_I\,\delta X)=-\sum_J\Gamma_{IJ}\delta R_J$ with

$$\Gamma_{IJ}=\frac{\mu}{M_I}N_{IJ},\qquad N_{IJ}=\mathrm{tr}\big[D_I\,L_K^{-1}(D_J)\big].\tag{11}$$

No $h$ remains: $\delta\Lambda=\mu\,\delta X/h^2$ is large by the factor by which $h^2/M_I$ is small. $L_K$ is self-adjoint and positive in the trace product, so $N$ is symmetric and positive semidefinite, and $\Gamma$ is similar to $\mu M^{-1/2}NM^{-1/2}$, with real eigenvalues $\gamma\ge0$. The plain loop converges, with alternating sign, if the largest $\gamma$ is below 1 and diverges if it is above. Since $1+\Gamma$ is invertible, the linearized coupled problem remains solvable in the second case; it is the substitution loop that fails.

$\Gamma$ compares two masses. Ask for the smallest $\mu\,\mathrm{tr}\,\dot\psi^\dagger\dot\psi$ allowed by (3) at given $\dot R$. A part of $\dot\psi$ orthogonal to the columns of $\chi$ does not enter (3) and adds to the norm, so take $\dot\psi=\chi Y$. Minimize $\mathrm{tr}\,Y^\dagger KY$ subject to $Y^\dagger K+KY=-\sum_ID_I\dot R_I$ with a Hermitian multiplier $Z$: variation of $Y^\dagger$ gives $KY=KZ$, so $Y$ is Hermitian and $Y=-\sum_IL_K^{-1}(D_I)\dot R_I$. The minimum is $\mu\,\mathrm{tr}(YKY)=\frac\mu2\mathrm{tr}[YL_K(Y)]=\frac12\sum_{IJ}\mu N_{IJ}\dot R_I\dot R_J$. Thus $\mu N$ is the least inertia that the constraint attaches to the nuclei, and the outer loop needs it to be smaller than the nuclear mass.

**Q.** The $\Lambda$ from (7) is not the $\Lambda$ of (4). Has the second order of Verlet, or its reversibility, been lost?

**A.** Neither. Call the discrete multiplier $\Lambda_h=\Lambda+\Delta$ and take $x^-$, $x$ on the exact trajectory. Taylor expansion gives $x(t+h)=2x-x^-+h^2\ddot x+O(h^4)$, since odd orders cancel. Comparison with (5), (6) gives $\psi^+-\psi(t+h)=h^2\chi\Delta/\mu+O(h^4)$ and $R_I^+-R_I(t+h)=h^2\mathrm{tr}(\Delta D_I)/M_I+O(h^4)$. Both points satisfy the constraint, so the linearized change of $G$ vanishes on the small root:

$$h^2\Big[\frac{L_K(\Delta)}{\mu}+\sum_I\frac{D_I\,\mathrm{tr}(\Delta D_I)}{M_I}\Big]\big(1+O(h)\big)=O(h^4).$$

The bracket is the invertible map of (4), so $\Delta=O(h^2)$. The exact trajectory therefore satisfies the difference equations up to $O(h^4)$ per step, or $O(h^2)$ after division by $h^2$, the residual of a second-order scheme. Halving $h$ from 0.5 to 0.25 on the test state gives measured orders 1.989 for $\Lambda_h$, 1.996 for the error at 30 a.u. against an accurate integration of (1), (2), (4), and 2.001 for the energy error.

For reversibility write (5), (6) as $x^++x^-=2x+h^2a(x,\Lambda_h)$, which is symmetric in $x^\pm$. Starting from the pair $(x^+,x)$, the same $\Lambda_h$ produces $x^-$, which satisfies the constraint if the earlier step was converged. It is the small root again, so the trajectory retraces itself, provided both starting points obey the constraint and both loops are converged.

**Q.** Show me numbers.

**A.** Take a one-dimensional periodic model with round parameters: box 12 bohr, 17 plane waves (cutoff 8.77 Ha), atoms at 4.8 and 7.4 bohr. Each has a normalized Gaussian $s$ projector of width 0.6 bohr and a normalized $p$ projector, its derivative, with diagonal $q=(3,1,2,0.5)$ and one-centre energies $D^0=(1,0.5,0.6,0.3)$ Ha in the order $s_1,p_1,s_2,p_2$. With $\rho_i=\sum_nf_n|\langle p_i|\psi_n\rangle|^2$, the density $n$ is the pseudo density plus a Gaussian charge $\sum_{i\in I}q_i\rho_i$ of width 0.5 bohr on each atom. The energy is the pseudo kinetic energy, $\sum_iD^0_i\rho_i$, Gaussian wells (depths 2.5 and 2.2 Ha, width 1 bohr) acting on $n$, a Gaussian Hartree-type repulsion (0.4 Ha, width 1 bohr) and a Gaussian ion repulsion (3 Ha, width 1.5 bohr). Two states have $f=2$; $\mu=400$, $M=(20000,30000)$, $\dot R=(2,-2)\times10^{-4}$, $h=4=0.0968$ fs. The digits below serve the arithmetic, not a real material.

The self-consistent levels are $-1.297544$ and $-1.101744$ Ha, so $f\varepsilon=(-2.595087,-2.203489)$ Ha. With the diagonal elements $0.168971$ and $-0.069083$ bohr$^{-1}$ of $D_1$,

$$\mathrm{tr}(\Lambda D_1)=-2.595087(0.168971)-2.203489(-0.069083)=-0.43849+0.15222=-0.28627 .$$

Added to $-\partial_1E=0.420965$ this gives $0.134695$ Ha/bohr, the finite-difference Born-Oppenheimer force. Without the constraint term the force on atom 1 would be about three times too large at this energy zero. A constant $v_0$ added to the potential moves $v_0\,\mathrm{tr}(fD_1)$ from one term to the other and leaves only the sum unchanged.

The pseudo norms are $0.286$ and $0.355$, both below $\frac12$, and $K$ has eigenvalues $2.879$ and $3.902$. The norm-conserving loop has the small-$h$ rate $|1-3.902|=2.902$ and diverges at $h=4$; with $q$ divided by 10 and the same orbitals symmetrically re-orthonormalized with the new $S$ (not made self-consistent again) the rate is $0.274$ and it converges to the root of (8).

For the step, $R^-=R-h\dot R$ and $\psi^-$ is $\psi$ symmetrically orthonormalized with $S(R^-)$. From (6), $\bar R_1=4.8+4(0.0002)+16(0.420965)/20000=4.8011368$ bohr. At the converged $R^+$, $A_{11}=1.950303$, $B_{11}=5.349875$, $B_{12}=-0.473874$, $B_{21}=-0.504907$, $C_{11}=14.885325$, $C_{12}=-1.977533$, all real. Thus $(B_h)_{12}=-0.489391$ and $(B_a)_{12}=0.015517$. The start has $X^{(0)}_{11}=-0.088881$, $X^{(0)}_{12}=-0.000715$, and the 11 element of its equation checks: $2(5.349875)(-0.088881)+2(-0.489391)(-0.000715)=-0.95030=1-A_{11}$. The loop ends at $X_{11}=-0.103807$, $X_{22}=-0.088139$, $X_{12}=-0.000004$, the root also found by a general solver applied to (5), (6) and the constraint together. Then $\Lambda_{11}=400X_{11}/16=-2.5952$ Ha, within $10^{-4}$ Ha of $f_1\varepsilon_1$, and

$$R_1^+-\bar R_1=0.02\,[-0.103807(0.168971)+0.088139(0.069083)+2X_{12}(0.191533)]=-2.2906\times10^{-4}\ \text{bohr}.$$

**Q.** You promised an inner rate of order $h$ from $B_a$. Is that what the example shows?

**A.** No, at the energy zero of this model the quadratic term rules. The error of $X$ falls from $1.76\times10^{-2}$ at the start to $8.1\times10^{-6}$ after 6 passes and $4.8\times10^{-9}$ after 12. Formula (9) gives the rate $0.2903$, the measured value is $0.2899$, and $B_a$ alone would give $0.0035$. The one-orbital slope accounts for nearly all of it: $-C_{11}X_{11}/B_{11}=14.885325(0.103807)/5.349875=0.2888$. The one-orbital roots are $-0.103807$ and $-0.615006$, and the first agrees with $X_{11}$ because $X_{12}$ is so small. This rate is set by the energy zero: a constant $v_0$ in the potential shifts $X$ by $h^2v_0f/\mu$ and leaves $\psi^+$ and $R^+$ unchanged, yet the rate at $h=4$ becomes $0.51$ for $v_0=-2$ Ha, $0.030$ for $+1.2$ Ha and $0.64$ for $+2.5$ Ha, and for $+3.2$ Ha it exceeds 1 and (8) does not converge.

Even $B_a$ is here mostly an $h^2$ effect. For a ground state at rest with the nuclei clamped, so that $S^+=S$ and $X$ is diagonal, $H\psi f=\chi\Lambda$ gives $\bar\psi=\psi-\chi X$ and $B=K-CX$, so $B_a=-\frac12[C,X]$ and $(B_a)_{12}=-\frac12C_{12}(X_{22}-X_{11})=\frac12(1.977533)(0.015668)=0.01549$, against $0.01552$ found. The estimate drops $X_{12}$, the orbital velocity and the nuclear displacement $R^+-R$, which together make up the small rest.

**Q.** And the outer loop? At $h=4$, $B_{11}=5.35$ is far from $K_{11}=3.80$, so (11) should be useless there.

**A.** Equation (10) contains $B+CX$, not $B$, and its 11 element is $5.349875-14.885325(0.103807)-1.977533X_{21}=3.8047$, against $K_{11}=3.8045$. The limit (11) needs $\psi^+\approx\psi$ and $R^+\approx R$, which holds for slow motion near the ground state even when $X$ is not small. The matrix $\Gamma$ has elements $(3.1651,-1.6261,-1.0841,0.74735)\times10^{-4}$ in the order 11, 12, 21, 22. Its trace is $3.9125\times10^{-4}$, its determinant $0.6026\times10^{-8}$, and its larger eigenvalue is $\frac12(3.9125+\sqrt{15.307-2.410})\times10^{-4}=3.752\times10^{-4}$. The measured rate is $3.7518\times10^{-4}$ at $h=0.05$ and $3.7532\times10^{-4}$ at $h=4$. Successive changes of $R^+$ are $2.83\times10^{-4}$, $1.06\times10^{-7}$ and $4.0\times10^{-11}$ bohr, so three passes fix $R^+$ to better than $10^{-10}$ bohr. Since $\Gamma\propto1/M$, scaling the masses to $M_1=20000(3.7518\times10^{-4})/1.5=5.002$, $M_2=7.504$ should give the rate 1.5 however small the step, and a test at $h=0.002$ finds 1.5000. Such masses are artificial; for these $D_I$, $K$ and $\mu$, and at the mass ratio 2:3, divergence sets in for nuclei lighter than about 7.5 and 11 electron masses. The margin is not general: with a third doubly occupied state in the same model the larger eigenvalue of $\Gamma$ is $4.7\times10^{-3}$ and these masses become 94 and 141.

Over 50 steps the atoms move to 5.039 and 7.227 bohr. The total energy, evaluated with central-difference velocities, varies by $4.9\times10^{-5}$ Ha, which is $4\times10^{-4}$ of the largest ionic kinetic energy, $0.126$ Ha. The constraint holds to $10^{-14}$ at every step, and the reversed run returns to its start within $2\times10^{-14}$. The numerical check printed below lists the values for two states at the energy zero of the model.

## Table of computed values

```
box 12 bohr, plane waves 17, cutoff 8.7730 Ha, f = 2 2
R = [4.8 7.4] bohr, Rdot = [ 0.0002 -0.0002] bohr/au, M = [20000. 30000.] m_e
mu = 400 Ha au^2, h = 4.0 au = 0.0968 fs
q (s1 p1 s2 p2) = [3.  1.  2.  0.5] , D0 = [1.  0.5 0.6 0.3] Ha, projector width 0.6 bohr
local depths [2.5 2.2] Ha, width 1.0 bohr; compensation width 0.5 bohr
interaction 0.4 Ha, width 1.0 bohr; ion repulsion 3.0 Ha, width 1.5 bohr
levels eps1..3 = -1.297544 -1.101744 -0.644787 Ha, E = -5.550042 Ha
c^+c [11 12 21 22] = 0.285858 0.033795 0.033795 0.354931 
K [11 12 21 22] = 3.804483 -0.299914 -0.299914 2.976694 
eigenvalues of K = 2.879455 3.901721
D_1 [11 12 21 22] = 0.168971 0.191533 0.191533 -0.069083 1/bohr
D_2 [11 12 21 22] = -0.076063 -0.116023 -0.116023 -0.051603 1/bohr
-dE/dR = 0.420965 -0.445794, tr(Lam D) = -0.286270 0.311099 Ha/bohr
sum = 0.134695 -0.134695, finite-difference BO force = 0.134695 -0.134695 Ha/bohr
A [11 12 21 22] = 1.950303 -0.075570 -0.075570 1.595402 
B [11 12 21 22] = 5.349875 -0.473874 -0.504907 3.778641 
C [11 12 21 22] = 14.885325 -1.977533 -1.977533 9.099368 
X0 [11 12 21 22] = -0.088881 -0.000715 -0.000715 -0.078878 
X [11 12 21 22] = -0.103807 -0.000004 -0.000004 -0.088139 
Lam = mu X/h^2 [11 12 21 22] = -2.595172 -0.000111 -0.000111 -2.203482 Ha
f eps = -2.595087 -2.203489 Ha
Rbar = 4.8011368 7.3989622, R+ - Rbar = -2.2906e-04 1.6594e-04 bohr
inner errors k=0,1,2,3,6,12: 1.76e-02 4.42e-03 1.21e-03 3.40e-04 8.12e-06 4.84e-09
inner rate: formula 0.29027, measured 0.28993, from Ba alone 3.47e-03
outer changes of R+ (bohr): 2.83e-04 1.06e-07 4.00e-11 1.50e-14
one-state root x = -0.103807, other root = -0.615006
naive loop, q: max|1-k| = 2.90172, measured 2.90172, final error at h=4 4.6e+06
naive loop, q/10: max|1-k| = 0.27399, measured 0.27399, final error at h=4 7.0e-16
Gamma [11 12 21 22] = 3.1651e-04 -1.6261e-04 -1.0841e-04 7.4735e-05
outer rate: Gamma 3.7518e-04, measured h=0.05 3.7518e-04, h=4 3.7532e-04
light ions M = 15.007 22.511 m_e: predicted rate 0.50, measured 0.5000
light ions M = 5.002 7.504 m_e: predicted rate 1.50, measured 1.5000
50 steps: final R = 5.03910 7.22713 bohr, max ionic kinetic energy 1.2577e-01 Ha
total energy -5.548931 Ha, spread 4.94e-05 Ha, constraint error 1e-14, reversal error 2e-14
test state M = [2000. 3000.] m_e, f = [2. 1.] , Rdot = [ 0.01  -0.007] bohr/au
formula vs finite-difference mechanics, rel. dev. c'' R'' Lam: 1e-08 7e-09 1e-09
energy change, full equations, 30 au: 3e-14 Ha
without ionic constraint force, 20 au: 0.192510 Ha, predicted 0.192510 Ha
h = 0.5, 0.25 au: Lam error 2.165e-05 5.455e-06 Ha, order 1.989
global error at 30 au 5.973e-05 1.498e-05, order 1.996
energy error 1.152e-04 2.879e-05 Ha, order 2.001
inner rate/h: formula 2.59473e-02, measured h=0.002 2.59475e-02, h=0.001 2.59474e-02 1/au
```
